# Permutation cycles of ideal bosons and their macroscopic length in a trap: a program that tests the result

```python
"""Permutation cycles of N ideal bosons in an isotropic 3D harmonic trap.

Result under test: a given boson lies in a k-cycle with probability
    p_k = z(k beta) Z_(N-k) / (N Z_N),
and below the condensation temperature Tc a finite fraction of the bosons
lies in cycles whose length is proportional to N.

Symbols: x = hbar omega / (kB T); z_k = (1 - exp(-k x))**(-3) is the one-body
partition function at k beta, with energy measured from the ground level;
Z_M is the canonical partition function of M bosons; n0 is the number of
bosons in the ground level; f0 = 1 - (T/Tc)**3 is its limiting fraction;
Q is the probability that a given boson is in a cycle longer than N/10.
"""
from itertools import permutations
from math import factorial

import numpy as np
from scipy.constants import hbar, k as k_boltzmann, pi
from scipy.special import zeta


def reduced_quantum(number, t_ratio):
    """x for a given N and T/Tc."""
    return (zeta(3) / number) ** (1 / 3) / t_ratio


def one_body(k, x):
    return (-np.expm1(-k * x)) ** (-3.0)


def log_partition_from_cycles(number, x):
    """ln Z_M for M = 0..N from the cycle sum rule."""
    log_z = np.log(one_body(np.arange(1, number + 1), x))
    log_part = np.zeros(number + 1)
    for m in range(1, number + 1):
        terms = log_z[:m] + log_part[m - 1::-1]
        top = terms.max()
        log_part[m] = top + np.log(np.exp(terms - top).sum() / m)
    return log_part


def partition_from_occupations(number, x, first_shell):
    """Z_M by counting bosons in the degenerate shells of the trap."""
    part = np.zeros(number + 1)
    part[0] = 1.0
    m = np.arange(1, number + 1)
    for n in range(first_shell, int(45 / x) + 2):
        g = (n + 1) * (n + 2) // 2
        ways = np.cumprod((g + m - 1) / m * np.exp(-n * x))
        shell = np.concatenate(([1.0], ways))
        part = np.convolve(part, shell)[:number + 1]
    return part


def cycle_lengths(perm):
    """Cycle lengths; the first entry belongs to label 0."""
    seen, lengths = set(), []
    for start in range(len(perm)):
        if start in seen:
            continue
        length, j = 0, start
        while j not in seen:
            seen.add(j)
            j = perm[j]
            length += 1
        lengths.append(length)
    return lengths


def cycle_summary(number, t_ratio):
    x = reduced_quantum(number, t_ratio)
    log_part = log_partition_from_cycles(number, x)
    k = np.arange(1, number + 1)
    tail = np.exp(log_part[number - k] - log_part[number])
    p = one_body(k, x) * tail / number
    long = k > number // 10
    return {"x": x, "log_part": log_part, "k": k, "tail": tail, "p": p,
            "n0": tail.sum(), "Q": p[long].sum(),
            "cycles": (number * p[long] / k[long]).sum(),
            "length": (k * p).sum()}


# Closed path through k particles, by quadrature with the oscillator kernel.
x_test = 0.7
grid = np.linspace(-12, 12, 601)
step = grid[1] - grid[0]
a, b = np.meshgrid(grid, grid, indexing="ij")
kernel = np.exp(-((a**2 + b**2) * np.cosh(x_test) - 2 * a * b)
                / (2 * np.sinh(x_test))) / np.sqrt(2 * pi * np.sinh(x_test))
for k_path in (1, 2, 3, 5):
    closed = np.trace(np.linalg.matrix_power(kernel * step, k_path))
    levels = np.exp(-k_path * x_test * (np.arange(400) + 0.5)).sum()
    assert abs(closed / levels - 1) < 1e-9
    # In three dimensions, with the zero-point energy taken out.
    shifted = closed**3 * np.exp(1.5 * k_path * x_test)
    assert abs(shifted / one_body(k_path, x_test) - 1) < 1e-8

# All permutations of seven labels against the formula for p_k.
n_small = 7
x_small = reduced_quantum(n_small, 0.5)
z_small = one_body(np.arange(1, n_small + 1), x_small)
weight_label = np.zeros(n_small)
weight_cycles = np.zeros(n_small)
total = 0.0
for perm in permutations(range(n_small)):
    lengths = cycle_lengths(perm)
    weight = np.prod([z_small[c - 1] for c in lengths])
    total += weight
    weight_label[lengths[0] - 1] += weight
    for c in lengths:
        weight_cycles[c - 1] += weight
part_small = partition_from_occupations(n_small, x_small, 0)
k_small = np.arange(1, n_small + 1)
p_enumerated = weight_label / total
p_formula = (z_small * part_small[n_small - k_small]
             / (n_small * part_small[n_small]))
assert abs(total / factorial(n_small) / part_small[n_small] - 1) < 1e-10
assert np.allclose(p_enumerated, p_formula, rtol=1e-10, atol=0)
assert np.allclose(weight_cycles / total, n_small * p_formula / k_small,
                   rtol=1e-10, atol=0)

# The worked example, below and above Tc.
N = 1000
cold = cycle_summary(N, 0.5)
hot = cycle_summary(N, 1.5)
x = cold["x"]

# Occupation counting gives the partition function and the law of n0.
full = partition_from_occupations(N, x, 0)
excited = partition_from_occupations(N, x, 1)
assert np.allclose(np.log(full), cold["log_part"], rtol=0, atol=1e-8)
prob_n0 = excited[::-1] / full[N]
n0_values = np.arange(N + 1)
tail_direct = np.cumsum(prob_n0[::-1])[::-1][1:]
assert np.allclose(tail_direct, cold["tail"], rtol=0, atol=1e-8)
n0_mean = (n0_values * prob_n0).sum()
n0_var = ((n0_values - n0_mean) ** 2 * prob_n0).sum()
assert abs(n0_mean - cold["n0"]) < 1e-5

# Independent excited modes at zero chemical potential.
shells = np.arange(1, int(45 / x) + 2)
degeneracy = (shells + 1) * (shells + 2) / 2
bose = 1 / np.expm1(shells * x)
mean_excited = (degeneracy * bose).sum()
var_excited = (degeneracy * bose * (bose + 1)).sum()
k_sum = np.arange(1, int(45 / x) + 2)
extra = one_body(k_sum, x) - 1
assert abs(extra.sum() - mean_excited) < 1e-7
assert abs((k_sum * extra).sum() - var_excited) < 1e-6
assert abs(N - n0_mean - mean_excited) < 1e-5
assert abs(n0_var - var_excited) < 1e-3

# Leading small-x laws for the mean and the variance.
x_tiny = 1e-3
k_tiny = np.arange(1, 60001)
extra_tiny = one_body(k_tiny, x_tiny) - 1
mean_scaled = x_tiny**3 * extra_tiny.sum()
var_scaled = x_tiny**3 * (k_tiny * extra_tiny).sum()
# The corrections are of order x and x ln(1/x).
assert abs(mean_scaled - zeta(3)) < 5 * x_tiny
assert abs(var_scaled - zeta(2)) < 3 * x_tiny * np.log(1 / x_tiny)

# Mean cycle length and number of long cycles from the law of n0.
length_direct = ((n0_values * (n0_values + 1) * prob_n0).sum() / 2
                 + var_excited) / N
assert abs(length_direct - cold["length"]) < 1e-4
harmonic = np.concatenate(([0.0], np.cumsum(1 / np.arange(1, N + 1))))
long_direct = (prob_n0 * np.maximum(harmonic - harmonic[N // 10], 0)).sum()
assert abs(long_direct - cold["cycles"]) < 1e-6

# Log-concavity of Z_M; the tolerance covers rounding of ln Z_M.
for case in (cold, hot):
    assert np.diff(case["log_part"], 2).max() < 1e-10

# Approach to the limit below Tc, and absence of long cycles above it.
f0 = 1 - 0.5**3
sizes = (1000, 4000, 16000)
runs = [cold] + [cycle_summary(size, 0.5) for size in sizes[1:]]
gaps = [f0 - 0.1 - run["Q"] for run in runs]
ratios = [gaps[1] / gaps[0], gaps[2] / gaps[1]]
# A leading N**(-1/3) law gives 0.63; the next term lowers it slightly.
assert all(0.58 < ratio < 0.66 for ratio in ratios)
cycle_gaps = [np.log(f0 / 0.1) - run["cycles"] for run in runs]
length_gaps = [f0**2 / 2 - run["length"] / size
               for run, size in zip(runs, sizes)]
for sequence in (cycle_gaps, length_gaps):
    assert sequence[0] > sequence[1] > sequence[2] > 0
    assert sequence[2] < 0.5 * sequence[0]
assert hot["Q"] < 1e-10

omega = 2 * pi * 100.0
t_c = hbar * omega / k_boltzmann * (N / zeta(3)) ** (1 / 3)
assert abs(hbar * omega / (k_boltzmann * 0.5 * t_c) / x - 1) < 1e-12

print("Enumeration of all permutations, N = 7, T = 0.5 Tc")
for k_value in k_small:
    print(f"  k = {k_value}: p_k enumerated {p_enumerated[k_value-1]:.6f},"
          f" formula {p_formula[k_value-1]:.6f}")
print(f"Trap frequency: {omega/(2*pi):.1f} Hz, N = {N}")
print(f"hbar omega / kB: {hbar*omega/k_boltzmann*1e9:.4f} nK")
print(f"Tc (large-N definition): {t_c*1e9:.3f} nK")
print(f"T = 0.5 Tc: {0.5*t_c*1e9:.3f} nK, x = {x:.5f}")
print(f"Mean n0: {n0_mean:.2f}, standard deviation {n0_var**0.5:.2f}")
print(f"Mean excited number: {mean_excited:.2f}")
print(f"Limiting fraction f0: {f0:.4f}; n0/N here: {n0_mean/N:.4f}")
print("Cycle law at 0.5 Tc: k, z_k, P(n0>=k), N p_k")
for k_value in (1, 2, 5, 10, 20, 50, 100, 400, 700, 780, 800, 820, 840, 900):
    i = k_value - 1
    print(f"  {k_value:4d}  {one_body(k_value, x):10.5f}"
          f"  {cold['tail'][i]:.6f}  {N*cold['p'][i]:.6f}")
print("Size dependence at 0.5 Tc: N, Q, long cycles, mean length/N")
for size, run in zip(sizes, runs):
    print(f"  {size:5d}  {run['Q']:.5f}  {run['cycles']:.4f}"
          f"  {run['length']/size:.5f}")
print(f"  limit  {f0-0.1:.5f}  {np.log(f0/0.1):.4f}  {f0**2/2:.5f}")
print(f"Gap of Q to limit: {gaps[0]:.5f}, {gaps[1]:.5f}, {gaps[2]:.5f}")
print(f"Successive gap ratios: {ratios[0]:.4f}, {ratios[1]:.4f};"
      f" 4^(-1/3) = {4**(-1/3):.4f}")
print(f"Mean cycle length at 0.5 Tc, N = 1000: {cold['length']:.2f}")
print(f"T = 1.5 Tc: {1.5*t_c*1e9:.3f} nK, x = {hot['x']:.5f}")
print(f"  mean n0: {hot['n0']:.4f}, Q: {hot['Q']:.2e}")
print(f"  p_1: {hot['p'][0]:.5f}, p_2: {hot['p'][1]:.5f},"
      f" p_3: {hot['p'][2]:.5f}")
print(f"  mean cycle length: {hot['length']:.4f}")
print("finished without a failed check")
```

Output:

```
Enumeration of all permutations, N = 7, T = 0.5 Tc
  k = 1: p_k enumerated 0.460660, formula 0.460660
  k = 2: p_k enumerated 0.186086, formula 0.186086
  k = 3: p_k enumerated 0.132714, formula 0.132714
  k = 4: p_k enumerated 0.101771, formula 0.101771
  k = 5: p_k enumerated 0.070228, formula 0.070228
  k = 6: p_k enumerated 0.037301, formula 0.037301
  k = 7: p_k enumerated 0.011240, formula 0.011240
Trap frequency: 100.0 Hz, N = 1000
hbar omega / kB: 4.7992 nK
Tc (large-N definition): 45.137 nK
T = 0.5 Tc: 22.568 nK, x = 0.21265
Mean n0: 813.85, standard deviation 17.41
Mean excited number: 186.15
Limiting fraction f0: 0.8750; n0/N here: 0.8139
Cycle law at 0.5 Tc: k, z_k, P(n0>=k), N p_k
     1   142.25321  1.000000  142.253210
     2    24.05206  1.000000  24.052058
     5     3.56390  1.000000  3.563899
    10     1.46367  1.000000  1.463668
    20     1.04390  1.000000  1.043905
    50     1.00007  1.000000  1.000072
   100     1.00000  1.000000  1.000000
   400     1.00000  1.000000  1.000000
   700     1.00000  1.000000  1.000000
   780     1.00000  0.970294  0.970294
   800     1.00000  0.799581  0.799581
   820     1.00000  0.383982  0.383982
   840     1.00000  0.064004  0.064004
   900     1.00000  0.000000  0.000000
Size dependence at 0.5 Tc: N, Q, long cycles, mean length/N
   1000  0.71385  2.0920  0.33204
   4000  0.73720  2.1237  0.35065
  16000  0.75166  2.1417  0.36271
  limit  0.77500  2.1691  0.38281
Gap of Q to limit: 0.06115, 0.03780, 0.02334
Successive gap ratios: 0.6182, 0.6176; 4^(-1/3) = 0.6300
Mean cycle length at 0.5 Tc, N = 1000: 332.04
T = 1.5 Tc: 67.705 nK, x = 0.07088
  mean n0: 0.4405, Q: 1.06e-57
  p_1: 0.95474, p_2: 0.04049, p_3: 0.00406
  mean cycle length: 1.0509
finished without a failed check
```
